\section*{Interband tunnelling exponent: a two-band gap against a triangular parabolic barrier, part 2}

An electron tunnels from the valence edge to the conduction edge across a gap $E_g=2\Delta$ in a uniform field of magnitude $F$. Its transmission has the form $T\sim e^{-S}$. The leading WKB exponent $S$ is compared for two models with the same edge mass $m$: a one-band triangular barrier (subscript t) and a symmetric two-band gap (subscript 2b).

The electron has charge $-e$, with $e>0$. The force on it is $+eF$ and its potential energy in the field is $-eFx$. Motion transverse to $x$ is set to zero. Formulas are in SI units. The barrier occupies $0<x<L$, with $u=x/L$ and
\begin{equation}
L=\frac{E_g}{eF},\qquad \kappa_0=\frac{\sqrt{2mE_g}}{\hbar},
\end{equation}
and $\Lambda=\kappa_0L$. A decay constant $\kappa(x)$ gives the exponent
\begin{equation}
S=2\int_0^L\kappa\,dx=2L\int_0^1\kappa\,du .
\label{eq:action}
\end{equation}

In the triangular model the electron enters through a sharp step at $x=0$ and obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+U\psi=0 ,
\end{equation}
where $U(x)=E_g-eFx$ is measured from the electron's energy.

The two-band model has the Hamiltonian $H=\hbar vk\,\sigma_x+\Delta\,\sigma_z$, to which the field adds $-eFx$. Here $\sigma_x$ and $\sigma_z$ are Pauli matrices, $k$ is the wave number and $v=\sqrt{E_g/(2m)}$. Without the field the band energies, counted from midgap, are $\varepsilon=\pm\sqrt{\Delta^2+(\hbar vk)^2}$.

The results for the two models are
\begin{align}
\text{triangle:}\quad&\kappa_{\rm t}=\kappa_0\sqrt{1-u}, & S_{\rm t}&=\tfrac43\Lambda,\\
\text{two bands:}\quad&\kappa_{\rm 2b}=\kappa_0\sqrt{u(1-u)}, & S_{\rm 2b}&=\tfrac{\pi}{4}\Lambda ,
\end{align}
\begin{equation}
\boxed{\;\frac{S_{\rm 2b}}{S_{\rm t}}=\frac{\pi/4}{4/3}=\frac{3\pi}{16}\approx0.589\;}
\label{eq:ratio}
\end{equation}

The example has $E_g=0.80$~eV, $m=0.05$ free-electron masses and $F=5.0\times10^7$~V/m. These give $L=16.0$~nm, $\Lambda=16.394$, $S_{\rm t}=21.86$ and $S_{\rm 2b}=12.88$. The WKB factor $e^{-S}$ is larger for the two-band gap by about $8.0\times10^3$.

\subsection{Splitting the factor in two}

The two models differ in two respects. The two-band gap has a second edge at which the decay constant vanishes, and its dispersion is not parabolic between the edges. An intermediate barrier separates these effects. Let the decay be parabolic, with mass $m$, measured from whichever edge is nearer:
\begin{equation}
\kappa_{\rm c}=\kappa_0\sqrt{\min(u,1-u)} .
\end{equation}
This curve has a cusp at midgap, hence the subscript c. By symmetry its integral is twice that over one half:
\begin{equation}
\int_0^1\!\sqrt{\min(u,1-u)}\,du
=2\int_0^{1/2}\!\sqrt u\,du
=\frac43\Bigl(\frac12\Bigr)^{3/2}=\frac{\sqrt2}{3}.
\end{equation}
Multiplication by $2\Lambda$ gives $S_{\rm c}=\tfrac{2\sqrt2}{3}\Lambda$. The two steps from the triangle to the two-band gap are then
\begin{align}
\frac{S_{\rm c}}{S_{\rm t}}&=\frac{2\sqrt2/3}{4/3}=\frac1{\sqrt2}\approx0.707,\\
\frac{S_{\rm 2b}}{S_{\rm c}}&=\frac{\pi/4}{2\sqrt2/3}=\frac{3\pi}{8\sqrt2}\approx0.833,
\end{align}
and their product is $3\pi/16$. In the example $S_{\rm c}=15.46$, between 21.86 and 12.88. Along this path the second edge removes 6.40 from the exponent, and the smooth joining of the bands removes a further 2.58.

The sign of the second step can be seen point by point. For $u<1/2$, $\kappa_{\rm 2b}/\kappa_{\rm c}=\sqrt{1-u}$, and for $u>1/2$ it is $\sqrt u$. Both are below one inside the gap. Each band bends the evanescent branch of the other towards smaller $\kappa$.

\subsection{The role of the reduced mass}

The integral $\int\kappa\,dx$ is the area under the curve $\kappa(x)$, and it can also be cut into horizontal strips. For the cusped barrier, a given $\kappa$ is reached at a distance $\hbar^2\kappa^2/(2meF)$ from each edge. The strip between these points has length $L-\hbar^2\kappa^2/(meF)$, so
\begin{equation}
S_{\rm c}=2\int_0^{\kappa_0/\sqrt2}\Bigl(L-\frac{\hbar^2\kappa^2}{meF}\Bigr)d\kappa .
\end{equation}
For a triangle with mass $\mu$ the strip starts at $x=0$ and ends at a distance $\hbar^2\kappa^2/(2\mu eF)$ before the exit. Its length is $L-\hbar^2\kappa^2/(2\mu eF)$, and the largest $\kappa$ is $\sqrt{2\mu E_g}/\hbar$. Both the strip lengths and the upper limits agree when
\begin{equation}
\mu=\frac m2 .
\end{equation}
This is the reduced mass of the two edges. A triangular formula evaluated with $\mu$ thus accounts for the second edge, although its decay constant has a different profile. It does not account for the joining of the bands. Its exponent is $S_{\rm c}$, and against it the two-band exponent is lower by the factor $0.833$ alone. The number $3\pi/16$ is tied to the comparison at equal edge mass.

The same cut shows the two-band area at a glance. The relation $\kappa_{\rm 2b}^2=\kappa_0^2u(1-u)$ describes half an ellipse with semi-axes $L/2$ and $\kappa_0/2$. Its area is $\tfrac12\pi(L/2)(\kappa_0/2)=\pi\Lambda/8$, and twice this is $S_{\rm 2b}$.

\subsection{The two-band gap without WKB}

The two-band problem in a uniform field can be solved in full. Try $\psi=e^{ik(t)x}\chi(t)$ in the time-dependent equation. The left side $i\hbar\,\partial_t\psi$ contains $-\hbar\dot kx\,\psi$, and the right side contains $-eFx\,\psi$. These cancel if $\hbar\dot k=eF$, which leaves
\begin{equation}
i\hbar\dot\chi=(\hbar vk\,\sigma_x+\Delta\sigma_z)\chi,\qquad k=\frac{eFt}{\hbar}.
\end{equation}
Let $a$ and $b$ be the amplitudes on the eigenvectors of $\sigma_x$ with eigenvalues $+1$ and $-1$. The matrix $\sigma_z$ exchanges these vectors. With the dimensionless quantities
\begin{equation}
\tau=t\sqrt{\frac{veF}{\hbar}},\qquad \delta=\frac{\Delta}{\sqrt{\hbar veF}},
\end{equation}
every term carries the energy $\sqrt{\hbar veF}$, which divides out. A prime now denotes $d/d\tau$:
\begin{equation}
ia'=\tau a+\delta b,\qquad ib'=\delta a-\tau b .
\label{eq:lz}
\end{equation}
At $\tau\to-\infty$ the state $a$ has energy $\tau<0$ and is the valence band. At $\tau\to+\infty$ it has energy $\tau>0$ and is the conduction band. To remain in $a$ is to cross the gap. The group velocity $\hbar^{-1}d\varepsilon/dk$ in state $a$ tends to $+v$ at both ends, so this electron is transmitted. An electron that ends in $b$ stays in the valence band, has velocity $-v$, and is reflected. A different initial $k$ merely shifts the time, so all components of a wave packet share one transmission $P$.

To find $P$, remove the fast phases with $a=Ae^{-i\tau^2/2}$ and $b=Be^{i\tau^2/2}$:
\begin{equation}
iA'=\delta e^{i\tau^2}B,\qquad iB'=\delta e^{-i\tau^2}A .
\end{equation}
Solve the first for $B=(i/\delta)e^{-i\tau^2}A'$ and insert it in the second:
\begin{equation}
A''-2i\tau A'+\delta^2A=0 .
\label{eq:A}
\end{equation}
Write $D=A'$, so that $A=(2i\tau D-D')/\delta^2$. Differentiating this relation gives the equation for $D$,
\begin{equation}
D''-2i\tau D'-2iD+\delta^2D=0 .
\end{equation}
With $\nu=\delta^2/2$, a solution is
\begin{equation}
D(\tau)=\int_0^{\infty e^{i\pi/4}}s^{i\nu}e^{is^2/4+s\tau}\,ds .
\end{equation}
To see this, call the factor without $e^{s\tau}$ $g(s)$. Partial integration turns $-2i\tau s g$ into $+2i(sg)'$, with no boundary terms. The equation then requires $s^2g+2isg'+\delta^2g=0$, or $g'/g=is/2+i\nu/s$, which $g=s^{i\nu}e^{is^2/4}$ satisfies.

For $\tau\to-\infty$ the factor $e^{s\tau}$ confines the integral to small $s$. Turn the path onto the positive axis and set $s=q/|\tau|$:
\begin{equation}
D\simeq|\tau|^{-1-i\nu}\,\Gamma(1+i\nu),\qquad
A\simeq-\frac{2i}{\delta^2}|\tau|^{-i\nu}\,\Gamma(1+i\nu).
\end{equation}
Here $|B|=|D|/\delta$ vanishes as $1/|\tau|$, so the electron starts in the valence band, as required.

For $\tau\to+\infty$ the path is led from the origin along the negative axis, where $s=e^{i\pi}q/\tau$, and back to its end through the saddle point $s=2i\tau$. The piece near the origin contains $(e^{i\pi})^{i\nu}=e^{-\pi\nu}$ and $ds=-dq/\tau$:
\begin{equation}
D_{\rm origin}\simeq-e^{-\pi\nu}\tau^{-1-i\nu}\,\Gamma(1+i\nu).
\end{equation}
The saddle contributes a term proportional to $e^{i\tau^2}\tau^{i\nu}$. In $2i\tau D-D'$ its leading parts cancel, and what remains vanishes as $1/\tau$. Hence
\begin{equation}
A\simeq-\frac{2i}{\delta^2}e^{-\pi\nu}\tau^{-i\nu}\,\Gamma(1+i\nu).
\end{equation}
The factors $|\tau|^{-i\nu}$ have modulus one. The squared ratio of final to initial $|A|$ is the Landau--Zener probability
\begin{equation}
P=e^{-2\pi\nu}=e^{-\pi\delta^2}.
\end{equation}
Its exponent is
\begin{equation}
\pi\delta^2=\frac{\pi E_g^2}{4\hbar veF}
=\frac{\pi E_g^2}{4\hbar eF}\sqrt{\frac{2m}{E_g}}=S_{\rm 2b}.
\end{equation}
For this model in an unbounded uniform field, $P=e^{-S_{\rm 2b}}$ holds with prefactor one, even when $S_{\rm 2b}$ is not large.

\paragraph{Limit: a closing gap.}
As $E_g\to0$ at fixed $v$, $\delta\to0$ and $P\to1$. The bands then cross without coupling and the electron passes freely.

\subsection{The triangle without WKB}

For the triangle, set $\ell=[\hbar^2/(2meF)]^{1/3}$ and $z=(L-x)/\ell$. The Schr\"odinger equation becomes $d^2\psi/dz^2=z\psi$, the Airy equation. Beyond the exit, $\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)$ behaves as $e^{i(\zeta+\pi/4)}$ times a slowly varying amplitude, with $\zeta=\tfrac23|z|^{3/2}$ growing with $x$. It is the outgoing wave. From the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ and $d/dx=-\ell^{-1}d/dz$,
\begin{equation}
\mathrm{Im}\Bigl(\psi^*\frac{d\psi}{dx}\Bigr)=\frac1{\pi\ell}.
\end{equation}
Let the electron arrive from a region of constant potential with wave number $k_{\rm in}$. Matching $\psi$ and its slope at $x=0$ gives the incident amplitude $\tfrac12[\psi(0)+\psi'(0)/(ik_{\rm in})]$. The ratio of fluxes is
\begin{equation}
T=\frac{4}{\pi\ell k_{\rm in}\,|\psi(0)+\psi'(0)/(ik_{\rm in})|^2}.
\label{eq:airy}
\end{equation}
At the entrance $z_0=L/\ell$, with $z_0^{3/2}=\Lambda$ and $\sqrt{z_0}/\ell=\kappa_0$. For $\Lambda\gg1$, $\mathrm{Ai}$ is negligible there, $\mathrm{Bi}^2\simeq e^{4\Lambda/3}/(\pi\sqrt{z_0})$ and $\psi'(0)\simeq-\kappa_0\psi(0)$. Therefore
\begin{equation}
T\simeq\frac{4k_{\rm in}\kappa_0}{k_{\rm in}^2+\kappa_0^2}\,e^{-S_{\rm t}} .
\end{equation}
In this limit the prefactor depends on the contact, through $k_{\rm in}$, and not on the field. For an incident kinetic energy equal to $E_g$, $k_{\rm in}=\kappa_0$ and it is 2.

\subsection{Full solutions at three fields}

The table sets the WKB values beside numerical ones. The two higher fields, with barriers of 8 and 4~nm, serve to test the formulas at smaller exponents; they lie far above the working range of a photodiode. The column $-\ln P$ comes from integrating \eqref{eq:lz} by a high-order Runge--Kutta method from $\tau=-60$ to $60$, between the valence and conduction eigenstates at those times. The column $-\ln T$ is \eqref{eq:airy} evaluated with $k_{\rm in}=\kappa_0$.
\begin{center}
\begin{tabular}{ccccc}
$F$ (V/m) & $-\ln P$ & $S_{\rm 2b}$ & $-\ln T$ & $S_{\rm t}-\ln2$\\
\hline
$5\times10^7$ & 12.878 & 12.876 & 21.163 & 21.166\\
$1\times10^8$ & 6.438 & 6.438 & 10.231 & 10.236\\
$2\times10^8$ & 3.219 & 3.219 & 4.766 & 4.772
\end{tabular}
\end{center}
For an infinitely long sweep $-\ln P$ equals $S_{\rm 2b}$ exactly, as shown above. The difference of 0.002 in the first row is therefore not physical: it comes from the finite length of the sweep.

A constant prefactor cancels when the field is doubled. Between the first two rows $-\ln P$ falls by 6.440 and $-\ln T$ by 10.932. Their ratio is 0.589, the value of $3\pi/16$ to three digits. The prefactor matters for the transmissions themselves: at the lowest field it halves the advantage of the two-band gap, from $8.0\times10^3$ to about $4.0\times10^3$.

\subsection{Reading a mass from a dark current}

Suppose the exponent of a measured tunnelling current has been extracted, with the field dependence of its prefactor divided out, and that $E_g$ and $F$ are known. If the gap follows the two-band model but the triangular formula is used, the fitted mass $m_{\rm fit}$ obeys
\begin{equation}
\frac43\sqrt{m_{\rm fit}}=\frac{\pi}{4}\sqrt m,\qquad
m_{\rm fit}=\Bigl(\frac{3\pi}{16}\Bigr)^2m\approx0.347\,m .
\end{equation}
In the example a true edge mass of 0.050 would be read as 0.017 free-electron masses. For a uniform field this error lies in the dispersion assumed inside the gap, not in the band edge. If the field falls across the barrier and its peak value is used for $F$, the exponent is larger than the uniform-field formula gives, and the fitted mass is shifted upwards.

The result needs a field that is uniform over $L$, here 16~nm, and direct, coherent tunnelling between bands of equal edge mass. Unequal masses $m_c$ and $m_v$ move the maximum of $\kappa$ away from midgap, and the ratio then depends on which mass the triangle is given. If the inequality comes from a term $\hbar^2k^2/(2M)$ added to both bands, the strip at a given $\kappa$ keeps its length $2\sqrt{\Delta^2-\hbar^2v^2\kappa^2}/(eF)$, and $1/\mu=1/m_c+1/m_v=2v^2/\Delta$. The two-band exponent then depends on $\mu$ alone: the factor $0.833$ against the triangle with $\mu$ is unchanged, while the ratio against the triangle with $m_c$ becomes $(3\pi/16)\sqrt{2\mu/m_c}$, which is $0.62$ for $m_c=0.041$ and $m_v=0.052$. In a real direct-gap III--V crystal the valence partner at zero transverse momentum is the light hole, not the heavy hole, and the split-off band also shapes $\kappa$, so $3\pi/16$ and $0.347$ are values of the symmetric model and not material constants. In silicon the lowest gap is indirect, and tunnelling across it with the help of a phonon is a different process. A current density also requires a sum over transverse momenta and occupied states, which the exponent at zero transverse momentum does not supply.

Numbers in the example were calculated in double precision.
